# Dipole Born Cross Section for Exciting an Infrared-Active Vibration by Electrons: a numerical check

```python
"""Dipole Born cross section for exciting an infrared-active vibration.

Result under test (Hartree atomic units):
  sigma = 8 pi M^2 / (3 k^2) * ln[(k + kf) / (k - kf)]
k, kf : electron momentum before and after, kf^2 = k^2 - 2 omega
omega : vibrational quantum;  M : length of the vector transition dipole
The molecule is free and randomly oriented; rotational energy is neglected.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv, kv

pi = np.pi
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
DEBYE = 1e-21 / const.c / (const.e * BOHR_M)
LIGHT_SPEED = 1 / const.alpha

# Round model parameters, in the regime of an ester carbonyl stretch
omega_ev, dipole_debye, energy_ev = 0.21, 0.25, 5.0
bond_nm, density_nm3, eps_film, temperature = 0.12, 7.0, 2.2, 300.0
mass_u = 12.0 * 16.0 / 28.0
omega = omega_ev / HARTREE_EV
M = dipole_debye * DEBYE
bond = bond_nm / BOHR_NM
mass = mass_u * const.atomic_mass / const.m_e
x01 = 1 / np.sqrt(2 * mass * omega)
charge = M / x01


def momenta(energy, quantum=omega):
    return np.sqrt(2 * energy), np.sqrt(2 * (energy - quantum))


def sigma_formula(energy, quantum=omega):
    k, kf = momenta(energy, quantum)
    return 8 * pi * M**2 / (3 * k**2) * np.log((k + kf) / (k - kf))


def angle_grid(k, kf, theta_max=pi, n=100):
    """Gauss nodes crowded towards forward scattering."""
    scale = 1 - kf / k
    top = np.arcsinh(theta_max / scale)
    node, weight = np.polynomial.legendre.leggauss(n)
    s = top * (node + 1) / 2
    return scale * np.sinh(s), weight * top / 2 * scale * np.cosh(s)


def sigma_fixed(energy, theta_max=pi):
    """Point dipole held parallel or perpendicular to the beam."""
    k, kf = momenta(energy)
    theta, weight = angle_grid(k, kf, theta_max)
    q_par, q_perp = k - kf * np.cos(theta), kf * np.sin(theta)
    q2 = q_par**2 + q_perp**2
    common = 2 * pi * np.sin(theta) * weight * kf / k * 4 * M**2 / q2**2
    return np.sum(common * q_par**2), np.sum(common * q_perp**2 / 2)


def sigma_direct(energy, theta_max=pi):
    parallel, perpendicular = sigma_fixed(energy, theta_max)
    return (parallel + 2 * perpendicular) / 3


def sigma_two_charges(energy, length):
    """Born cross section of charges +-charge on a vibrating rod."""
    k, kf = momenta(energy)
    theta, w_theta = angle_grid(k, kf, n=80)
    u, w_u = np.polynomial.legendre.leggauss(24)
    phi = 2 * pi * np.arange(24) / 24
    y, w_y = np.polynomial.hermite.hermgauss(12)
    rod = length + np.sqrt(2) * x01 * y
    overlap = w_y / np.sqrt(pi) * np.sqrt(2) * y
    total = 0.0
    for angle, weight in zip(theta, w_theta):
        qz, qx = k - kf * np.cos(angle), -kf * np.sin(angle)
        projection = (qz * u[:, None]
                      + qx * np.sqrt(1 - u[:, None]**2) * np.cos(phi))
        phase = 0.5j * projection[:, :, None] * rod
        element = charge * ((np.exp(phase) - np.exp(-phase)) @ overlap)
        amplitude = 2 * element / (qz**2 + qx**2)
        average = np.sum(w_u[:, None] / 2 * np.abs(amplitude)**2) / 24
        total += 2 * pi * np.sin(angle) * weight * kf / k * average
    return total


# Fourier transform of cos(angle)/r^2, damped and extrapolated to no damping
def damped_transform(damping, q=1.0):
    r = np.linspace(0, 15 / damping, 7501)
    c, w = np.polynomial.legendre.leggauss(500)
    angular = 2 * pi * (np.sin(q * r[:, None] * c) @ (w * c))
    return simpson(angular * np.exp(-damping * r), x=r)


transform = 2 * damped_transform(0.02) - damped_transform(0.04)
# linear damping error is removed; the quadratic one is about 1e-3
assert abs(transform / (4 * pi) - 1) < 2e-3

# Oscillator matrix element by diagonalization on a grid
xi = np.linspace(-7, 7, 501)
step = xi[1] - xi[0]
hamiltonian = (np.diag(1 / step**2 + xi**2 / 2)
               - np.diag(np.full(500, 0.5 / step**2), 1)
               - np.diag(np.full(500, 0.5 / step**2), -1))
levels, states = np.linalg.eigh(hamiltonian)
xi01 = abs(states[:, 1] @ (xi * states[:, 0]))
assert abs(xi01 / np.sqrt(mass * omega) / x01 - 1) < 1e-3

# Sum over final rotor states, average over initial magnetic number
c, w = np.polynomial.legendre.leggauss(40)


def rotor(j, m):
    wave = lpmv(m, j, c)
    return wave / np.sqrt(np.sum(w * wave**2))


j_start, rotor_sum = 3, 0.0
for m in range(-j_start, j_start + 1):
    for j_end in range(abs(m), 8):
        cosine = np.sum(w * c * rotor(j_end, abs(m)) * rotor(j_start, abs(m)))
        rotor_sum += cosine**2 / (2 * j_start + 1)
assert abs(rotor_sum - 1 / 3) < 1e-10

# Main result against vibrating charges and against fixed-dipole averages
ratios = []
for e_ev in (0.3, 1.0, 5.0, 20.0):
    e = e_ev / HARTREE_EV
    ratios.append(sigma_two_charges(e, 0.0) / sigma_formula(e))
    assert abs(sigma_direct(e) / sigma_formula(e) - 1) < 1e-6
# finite vibrational amplitude leaves a real difference below 1e-3
assert max(abs(np.array(ratios) - 1)) < 1e-3

# Threshold, high-energy limit, maximum and half-angle
e_low = 1.001 * omega
k_low, kf_low = momenta(e_low)
threshold = 16 * pi * M**2 * kf_low / (3 * k_low**3)
assert abs(sigma_direct(e_low) / threshold - 1) < 1e-3
e_high = 20 / HARTREE_EV
high = 4 * pi * M**2 / (3 * e_high) * np.log(4 * e_high / omega)
assert abs(sigma_direct(e_high) / high - 1) < 2e-3
x_peak = brentq(lambda x: x * np.arctanh(x) - 0.5, 0.1, 0.95)
peak_ratio = 1 / (1 - x_peak**2)
search = minimize_scalar(lambda s: -sigma_direct(s * omega),
                         bounds=(1.1, 5), method="bounded",
                         options={"xatol": 1e-7})
assert abs(search.x / peak_ratio - 1) < 1e-3
energy = energy_ev / HARTREE_EV
k, kf = momenta(energy)
half_angle = np.arccos(kf / k)
sigma = sigma_formula(energy)
assert abs(sigma_direct(energy, half_angle) / sigma - 0.5) < 0.02
# the orientation average is exactly half: check it without loose tolerance
theta, weight = angle_grid(k, kf, half_angle)
q2 = k**2 + kf**2 - 2 * k * kf * np.cos(theta)
inner = np.sum(weight * 2 * pi * np.sin(theta) * kf / k * 4 * M**2 / (3 * q2))
assert abs(inner / sigma_direct(energy) - 0.5) < 1e-6

# Infrared absorption area from the response of a weakly damped oscillator
gamma = 0.02
line = quad(lambda s: s**2 * gamma / ((1 - s**2)**2 + (s * gamma)**2),
            0, 2, points=[0.95, 1, 1.05], limit=300)[0]
line += quad(lambda s: s**2 * gamma / ((1 - s**2)**2 + (s * gamma)**2),
             2, np.inf)[0]
area_response = 4 * pi / LIGHT_SPEED * (2 / 3) * M**2 * omega * line
area = 4 * pi**2 * omega * M**2 / (3 * LIGHT_SPEED)
assert abs(area_response / area - 1) < 1e-5
per_metre = HARTREE_EV * const.e / (const.h * const.c)
intensity = area * BOHR_M**2 * per_metre * const.N_A / 1000


# Straight-line passage: probability relative to its short-collision value
def passage_ratio(x):
    across = 2 * quad(lambda u: (1 + u * u)**-1.5, 0, np.inf,
                      weight="cos", wvar=x)[0]
    along = 2 * quad(lambda u: u * (1 + u * u)**-1.5, 0, np.inf,
                     weight="sin", wvar=x)[0]
    return (across**2 + along**2) / 4


x_bond = omega * bond / k
near, far = passage_ratio(x_bond), passage_ratio(3.0)
assert abs(near - 1) < 0.02 and far < 0.05
for x, value in ((x_bond, near), (3.0, far)):
    assert abs(value - x**2 * (kv(0, x)**2 + kv(1, x)**2)) < 1e-4
distance_log = quad(lambda x: x * (kv(0, x)**2 + kv(1, x)**2),
                    x_bond, 40, limit=200)[0]
assert abs(distance_log / np.log(2 * np.exp(-np.euler_gamma) / x_bond) - 1) < 0.02
passage_probability = 4 * M**2 / (3 * bond**2 * k**2)

# Film screening from the Clausius-Mossotti loss function
screening = ((eps_film + 2) / (3 * eps_film))**2
absorb = 1e-6
cm = (eps_film - 1) / (eps_film + 2) + 1j * absorb
eps_complex = (1 + 2 * cm) / (1 - cm)
assert abs((-1 / eps_complex).imag / (3 * absorb) / screening - 1) < 1e-4

# Resonance ceiling: one entrance channel, several exit channels
rng = np.random.default_rng(2)
largest = 0.0
for trial in range(300):
    g = rng.normal(size=5) + 1j * rng.normal(size=5)
    if trial == 0:
        g[0] = np.linalg.norm(g[1:])
    width = np.sum(abs(g)**2)
    offset = 0.0 if trial == 0 else rng.normal() * width
    S = np.eye(5) - 1j * np.outer(g, g.conj()) / (offset + 0.5j * width)
    assert np.allclose(S.conj().T @ S, np.eye(5))
    largest = max(largest, np.sum(abs(S[1:, 0])**2))
assert abs(largest - 1) < 1e-10
ceiling = pi / k**2

# Other neglected effects and film estimates
sigma_bond = sigma_two_charges(energy, bond)
log_factor = np.log((k + kf) / (k - kf))
close_share = np.log((k + kf) * bond) / log_factor
parallel, perpendicular = sigma_fixed(energy)
thermal = const.k * temperature / const.e / HARTREE_EV
rot_const = 1 / (2 * mass * bond**2)
rot_shift = 2 * rot_const * np.sqrt(thermal / (2 * rot_const))
rot_change = sigma_formula(energy, omega + rot_shift) / sigma - 1
sigma_nm2 = sigma * BOHR_NM**2
path = 1 / (density_nm3 * sigma_nm2)

print(f"vibrational quantum: {omega_ev:.2f} eV = {omega:.6f} hartree")
print(f"transition dipole: {dipole_debye:.2f} D = {M:.5f} e a0")
print(f"squared transition dipole: {M**2:.6f} (e a0)^2")
print(f"infrared intensity: {intensity:.0f} km/mol")
print(f"incident energy: {energy_ev:.1f} eV = {energy:.5f} hartree")
print(f"k: {k:.5f} 1/a0")
print(f"k': {kf:.5f} 1/a0")
print(f"(k+k')/(k-k'): {(k + kf) / (k - kf):.2f}")
print(f"logarithm: {log_factor:.4f}")
print(f"prefactor 4 pi M^2/(3E): {4 * pi * M**2 / (3 * energy):.5f} a0^2")
print(f"cross section: {sigma:.4f} a0^2 = {sigma_nm2:.6f} nm^2")
print(f"half of cross section within: {np.degrees(half_angle):.2f} deg")
for e_ev in (1.0, 2.0, 5.0, 10.0, 20.0):
    e = e_ev / HARTREE_EV
    ki, ko = momenta(e)
    print(f"E = {e_ev:4.1f} eV: log {np.log((ki + ko) / (ki - ko)):.3f},"
          f" sigma {sigma_formula(e) * BOHR_NM**2:.6f} nm^2")
print(f"k'/k at formula maximum: {x_peak:.4f}")
print(f"E/omega at formula maximum: {peak_ratio:.4f}")
print(f"energy of formula maximum: {peak_ratio * omega_ev:.3f} eV")
print(f"largest deviation, two charges at zero bond length: "
      f"{max(abs(np.array(ratios) - 1)):.1e}")
print(f"interaction range v/omega: {k / omega * BOHR_NM:.2f} nm")
print(f"bond length: {bond_nm:.2f} nm")
print(f"passage probability at one bond length: {passage_probability:.4f}")
print(f"passage ratio at b = 3 v/omega: {far:.4f}")
print(f"reduced mass of model rod: {mass_u:.3f} u")
print(f"vibrational matrix element x01: {x01 * BOHR_NM:.5f} nm")
print(f"effective charge of model rod: {charge:.3f} e")
print(f"share of log from q > 1/bond: {100 * close_share:.1f} %")
print(f"change by finite bond length: {100 * (sigma_bond / sigma - 1):.1f} %")
print(f"one-channel resonance ceiling: {ceiling * BOHR_NM**2:.5f} nm^2")
print(f"ceiling / dipole cross section: {ceiling / sigma:.2f}")
print(f"dipole parallel to beam: {parallel * BOHR_NM**2:.6f} nm^2")
print(f"dipole perpendicular: {perpendicular * BOHR_NM**2:.6f} nm^2")
print(f"temperature: {temperature:.0f} K")
print(f"thermal factor exp(-omega/kT): {np.exp(-omega / thermal):.2e}")
print(f"rotational energy shift: {rot_shift * HARTREE_EV * 1000:.2f} meV")
print(f"change by rotational shift: {100 * rot_change:.2f} %")
print(f"carbonyl density in film: {density_nm3:.1f} 1/nm^3")
print(f"mean free path, unscreened: {path:.1f} nm")
print(f"energy loss, unscreened: {1000 * omega_ev / path:.2f} meV/nm")
print(f"film electronic dielectric constant: {eps_film:.1f}")
print(f"film screening factor: {screening:.4f}")
print(f"mean free path, screened: {path / screening:.1f} nm")
print(f"energy loss, screened: {1000 * omega_ev * screening / path:.2f} meV/nm")
print("verified")
```

It prints:

```
vibrational quantum: 0.21 eV = 0.007717 hartree
transition dipole: 0.25 D = 0.09836 e a0
squared transition dipole: 0.009674 (e a0)^2
infrared intensity: 265 km/mol
incident energy: 5.0 eV = 0.18375 hartree
k: 0.60621 1/a0
k': 0.59335 1/a0
(k+k')/(k-k'): 93.23
logarithm: 4.5350
prefactor 4 pi M^2/(3E): 0.22054 a0^2
cross section: 1.0002 a0^2 = 0.002801 nm^2
half of cross section within: 11.83 deg
E =  1.0 eV: log 2.833, sigma 0.008747 nm^2
E =  2.0 eV: log 3.585, sigma 0.005536 nm^2
E =  5.0 eV: log 4.535, sigma 0.002801 nm^2
E = 10.0 eV: log 5.239, sigma 0.001618 nm^2
E = 20.0 eV: log 5.937, sigma 0.000917 nm^2
k'/k at formula maximum: 0.6479
E/omega at formula maximum: 1.7235
energy of formula maximum: 0.362 eV
largest deviation, two charges at zero bond length: 3.8e-04
interaction range v/omega: 4.16 nm
bond length: 0.12 nm
passage probability at one bond length: 0.0068
passage ratio at b = 3 v/omega: 0.0254
reduced mass of model rod: 6.857 u
vibrational matrix element x01: 0.00381 nm
effective charge of model rod: 1.366 e
share of log from q > 1/bond: 22.1 %
change by finite bond length: -9.9 %
one-channel resonance ceiling: 0.02394 nm^2
ceiling / dipole cross section: 8.55
dipole parallel to beam: 0.001990 nm^2
dipole perpendicular: 0.003206 nm^2
temperature: 300 K
thermal factor exp(-omega/kT): 2.97e-04
rotational energy shift: 3.31 meV
change by rotational shift: -0.35 %
carbonyl density in film: 7.0 1/nm^3
mean free path, unscreened: 51.0 nm
energy loss, unscreened: 4.12 meV/nm
film electronic dielectric constant: 2.2
film screening factor: 0.4050
mean free path, screened: 126.0 nm
energy loss, screened: 1.67 meV/nm
verified
```
